# Avrami exponents for square-root domain growth, with and without phantom nuclei

**Q.** A ferroelectric is poled one way, and at $t=0$ a constant reverse field is applied. Reversed domains appear and grow, each with a radius proportional to the square root of its age. You want the switched fraction $X(t)$. But domains collide and merge, and their shapes soon become hopeless. How can there be a simple law?

**A.** Don't follow the domains; follow one fixed point and ask whether any domain has reached it. I assume an infinite, uniform medium of dimension $d$, and domains that are balls with

$$R(s)=\sqrt{\kappa s},\qquad s=\text{age}.$$

The constant $\kappa$ has units of length squared per time. Equivalently $dR/dt=\kappa/(2R)$: the wall slows as the domain grows. Nuclei start with zero radius, sit at random independent positions, and overlapping domains simply merge.

**Q.** Take the easier case first. All nuclei exist at $t=0$, with density $n$.

**A.** The point is still unswitched if no nucleus lies within $\sqrt{\kappa t}$ of it. That ball has volume $v=\omega_d(\kappa t)^{d/2}$, where $\omega_1=2$, $\omega_2=\pi$, $\omega_3=4\pi/3$. Put $N=nV$ nuclei in a large volume $V$. Each misses the ball with probability $1-v/V$, independently of the others, so

$$1-X=\lim_{V\to\infty}\left(1-\frac{v}{V}\right)^{nV}=e^{-nv}.$$

Therefore

$$X=1-\exp\left[-n\,\omega_d\,\kappa^{d/2}\,t^{d/2}\right].$$

Overlap needs no further correction, because we asked whether at least one domain covers the point, not how many do.

**Q.** And the Avrami exponent is what, precisely?

**A.** It is the slope $m$ of $\ln[-\ln(1-X)]$ against $\ln t$. If $X=1-e^{-Kt^m}$, then $\ln[-\ln(1-X)]=\ln K+m\ln t$. Here $m=d/2$: each of the $d$ directions contributes a length growing as $t^{1/2}$.

**Q.** Now let there be no nuclei at first, but a constant rate $I$ per unit volume and time. Their ages differ. Does the argument survive?

**A.** It does if nuclei are placed at random everywhere, including in material already switched. I will keep that condition in view, because it matters. A nucleus born at $\tau$ covers our point at time $t$ if it lies within $\sqrt{\kappa(t-\tau)}$. The mean number of such nuclei, called the extended volume, is

$$X_e=I\int_0^t\omega_d\,[\kappa(t-\tau)]^{d/2}\,d\tau .$$

With $s=t-\tau$, $ds=-d\tau$, and the limits exchanged,

$$X_e=I\omega_d\kappa^{d/2}\int_0^t s^{d/2}ds=\frac{I\,\omega_d\,\kappa^{d/2}}{1+d/2}\;t^{\,1+d/2}.$$

The earlier limit applies again, with births scattered in space and time instead of space alone. The probability of no covering nucleus is $e^{-X_e}$, so $X=1-e^{-X_e}$ and the exponent is $1+d/2$. The extra 1 comes from the number of nuclei growing in proportion to $t$.

**Q.** I would like to see that exponent without the integral.

**A.** A nucleus at distance $r$ reaches the point when $\tau+r^2/\kappa=t$. Write $\tau=h^2/\kappa$ and treat $h$ as the radius in two additional dimensions, giving each nucleus a random angle there. Covering then means

$$r^2+h^2<\kappa t,$$

which is a ball in $d+2$ dimensions. Since $I\,d\tau=I\,d(h^2)/\kappa=[I/(\pi\kappa)]\,d(\pi h^2)$, and $d(\pi h^2)$ is an element of area, births uniform in time become points of uniform density $I/(\pi\kappa)$. Continuous nucleation in $d$ dimensions is therefore the pre-existing problem in $d+2$ dimensions, with exponent $(d+2)/2$. The prefactor agrees too: $\omega_{d+2}=2\pi\omega_d/(d+2)$, so

$$\frac{I}{\pi\kappa}\,\omega_{d+2}(\kappa t)^{(d+2)/2}=\frac{2I\omega_d}{d+2}\,\kappa^{d/2}t^{1+d/2}=X_e .$$

**Q.** Now your condition. A reversed domain cannot nucleate inside material that is already reversed. You have counted nuclei that do not exist.

**A.** Yes. They are called phantom nuclei. Counting them is harmless if a phantom's domain stays inside the real domain where it was born. With constant wall speed $v$ it does. Let the older domain have age $a$ when the phantom is born at distance $y<va$ from its centre. A time $b$ later the phantom's farthest point is at

$$y+vb<va+vb=v(a+b),$$

still inside. With square-root growth, take a phantom born just inside the wall, $y\approx\sqrt{\kappa a}$. Its farthest point is at $\sqrt{\kappa a}+\sqrt{\kappa b}$, while the older wall is at $\sqrt{\kappa(a+b)}$. Comparing squares,

$$(\sqrt a+\sqrt b)^2=a+b+2\sqrt{ab}>a+b .$$

The young phantom outruns the old, slow wall and can switch material that no real domain has reached.

**Q.** Then your second law is false for a real ferroelectric.

**A.** As a complete curve it is an approximation when nucleation is confined to unswitched material. The first law is unaffected, because all its nuclei are born together and none is a phantom. For the second, let $D$ be the switched fraction lost when phantoms are removed. Removing domains cannot increase coverage, so $D\ge0$.

**Q.** That gives the sign. How large can the loss be?

**A.** A lost point is covered by some phantom but by no real domain. That phantom was born inside an older real domain, which also fails to cover the point. So every lost point has at least one pair: an older nucleus, and a younger one born inside its domain that covers the point while the older does not. The probability that such a pair exists cannot exceed the mean number of such pairs, counted over all nuclei.

In one dimension this number can be found by hand. Put the older nucleus at the origin and the younger at $y>0$. The younger protrudes by

$$p=y+\sqrt{\kappa b}-\sqrt{\kappa(a+b)}$$

when this is positive. At the largest allowed $y=\sqrt{\kappa a}$ it equals $p_{\max}=\sqrt\kappa(\sqrt a+\sqrt b-\sqrt{a+b})$, and it falls linearly to zero as $y$ decreases. Integrating over $y$ gives $p_{\max}^2/2$, and the two sides together give $p_{\max}^2$. Now integrate over times with $a=su$, $b=s(1-u)$, for which $da\,db=s\,ds\,du$:

$$I^2\kappa\int_0^t s^2ds\int_0^1\left(\sqrt u+\sqrt{1-u}-1\right)^2du=\frac{I^2\kappa t^3}{3}J_1 .$$

Expanding the square,

$$J_1=\int_0^1\left[2+2\sqrt{u(1-u)}-2\sqrt u-2\sqrt{1-u}\right]du=2+\frac{\pi}{4}-\frac83=\frac{\pi}{4}-\frac23 .$$

The second term used $\int_0^1\sqrt{u(1-u)}\,du=\pi/8$, the area of a half-disc of radius $1/2$. Since $X_e=\tfrac43I\sqrt\kappa\,t^{3/2}$, we have $I^2\kappa t^3=\tfrac{9}{16}X_e^2$, and hence

$$0\le D\le c_1X_e^2,\qquad c_1=\frac{3}{16}J_1=\frac{3\pi}{64}-\frac18\approx0.0223 .$$

**Q.** And in higher dimensions?

**A.** The integral over the younger nucleus's position and over the protruding points involves two volumes, so it scales as $(\kappa s)^d$. Let $J_d$ be its value at $\kappa s=1$, integrated over $u$. The mean number of pairs is

$$I^2\kappa^dJ_d\int_0^t s^{d+1}ds=\frac{I^2\kappa^dt^{d+2}}{d+2}J_d .$$

Dividing by $X_e^2=4I^2\omega_d^2\kappa^dt^{d+2}/(d+2)^2$ gives

$$c_d=\frac{(d+2)J_d}{4\omega_d^2}.$$

Numerical integration over the overlap of two balls gives $c_2=0.0208$ and $c_3=0.0148$.

**Q.** Does the exponent $1+d/2$ survive at all?

**A.** At early times, yes. The pair count overstates $D$ only through configurations with a third nucleus, which cost another factor of order $X_e$. So $D=c_dX_e^2+O(X_e^3)$, and

$$-\ln(1-X)=-\ln\left(e^{-X_e}+D\right)=X_e-\ln\left(1+De^{X_e}\right)=X_e-c_dX_e^2+O(X_e^3).$$

Since $X_e\propto t^{1+d/2}$, differentiating the logarithm gives the local slope

$$m=\left(1+\frac d2\right)\left[1-c_dX_e+O(X_e^2)\right].$$

It tends to $1+d/2$ as $t\to0$. I make no claim about the slope at very late times: there $c_dX_e^2$ is far larger than the unswitched fraction $e^{-X_e}$, and the bound says little.

**Q.** What happens in the middle of switching, where one actually fits data?

**A.** I used 100,000 random nuclei and 100,000 test points in a periodic box for each dimension, and took the slope between 10 and 90 % switched. For pre-existing nuclei the slopes were 0.498, 0.998 and 1.506 for $d=1,2,3$, against 0.5, 1 and 1.5. For constant-rate nucleation:

| $d$ | derived | with phantoms | without | $D$ at $X_e=1$ |
|---|---|---|---|---|
| 1 | 1.5 | 1.499 | 1.475 | 0.0081 |
| 2 | 2.0 | 2.007 | 1.978 | 0.0071 |
| 3 | 2.5 | 2.488 | 2.461 | 0.0057 |

Departures of about 0.01 in the "with phantoms" column are sampling scatter. Removing phantoms from the same samples lowers the slope by 0.02 to 0.03. At $X_e=1$, where the phantom-counting law gives $X=0.632$, the loss is about 1 % of $X$.

Two further one-dimensional samples address the argument itself. At $X_e=0.05$, with 600,000 nuclei, $D/(c_1X_e^2)$ was 0.927, near its limit of 1; the shortfall combines sampling error and the next order in $X_e$. With constant wall speed, 14,429 phantoms produced no loss above $10^{-9}$.

**Q.** Suppose I measure an exponent of 1.5. What have I learned?

**A.** Less than you might hope. It fits pre-existing nuclei in three dimensions and constant-rate nucleation in one. The growth law matters as well: for $R\propto s^p$ the same volume and time integrals give $pd$ and $1+pd$, so constant speed in two dimensions with pre-existing nuclei gives 2, as does square-root growth with constant-rate nucleation. The exponent identifies a mechanism only when dimension and growth law are known separately.

Both kinds of nuclei may also be present. With phantoms counted, their extended volumes $X_a\propto t^{d/2}$ and $X_b\propto t^{1+d/2}$ add, and

$$m=\frac{(d/2)X_a+(1+d/2)X_b}{X_a+X_b}=\frac d2+\frac{X_b}{X_a+X_b}.$$

The slope drifts upward from $d/2$ towards $1+d/2$. The contributions are equal when $It/(1+d/2)=n$, that is, at $t=(1+d/2)n/I$.

**Q.** Put this into a device.

**A.** Consider a film capacitor with rough values in the regime of lead zirconate titanate: thickness 100 nm, a square pad of side 5 µm, field 0.3 MV/cm (3 V), and reversed polarization $\Delta P=60$ µC/cm². I choose $\kappa=20$ nm²/ns. Domains are taken to cross the film quickly and then spread sideways, so $d=2$.

With 25 pre-existing nuclei per µm², or $2.5\times10^{-5}$ nm$^{-2}$, $X_e=\pi n\kappa t=t/t_0$ and

$$t_0=\frac{1}{\pi(2.5\times10^{-5})(20)}\ \text{ns}=637\ \text{ns}.$$

With constant-rate nucleation at 40 per µm² per µs, or $4\times10^{-8}$ nm$^{-2}$ns$^{-1}$, $X_e=\pi I\kappa t^2/2=(t/t_0)^2$ and

$$t_0=\sqrt{\frac{2}{\pi(4\times10^{-8})(20)}}\ \text{ns}=892\ \text{ns}.$$

Half the film is switched after $636.6\ln2=441$ ns in the first case and $892\sqrt{\ln2}=743$ ns in the second.

**Q.** Would the current distinguish them?

**A.** In this model, clearly. The switching current density is $j=\Delta P\,dX/dt$. For pre-existing nuclei

$$j=\frac{\Delta P}{t_0}e^{-t/t_0},$$

which is largest at the start: 60 µC/cm² divided by 0.637 µs is 94 A/cm². For constant-rate nucleation

$$j=\Delta P\,\frac{2t}{t_0^2}\,e^{-(t/t_0)^2},\qquad \frac{dj}{dt}=\frac{2\Delta P}{t_0^2}\left(1-\frac{2t^2}{t_0^2}\right)e^{-(t/t_0)^2}.$$

The current starts at zero and peaks at $t_0/\sqrt2=631$ ns, with $j=\sqrt2\,e^{-1/2}\Delta P/t_0=58$ A/cm².

**Q.** Real nuclei have a size, and real domains need time to cross the film. Doesn't that spoil the early exponent?

**A.** It can, particularly for pre-existing nuclei. A nucleus of radius $R_0=5$ nm changes the law to $R^2=R_0^2+\kappa s$. This also removes the infinite initial wall speed; the speed at $R_0$ is 2 m/s. Then $X_e=\pi n(\kappa t+R_0^2)$, and the slope is $1-\pi nR_0^2/X_e$. At 1 % switched it is 0.80 instead of 1, provided $X$ includes the area of the nuclei themselves, as an image of the domains would. That area is reversed before $t=0$ and carries no current. Since $1-X=e^{-\pi nR_0^2}e^{-\pi n\kappa t}$, the fraction obtained from the switching charge, normalised to its final value, is $1-e^{-\pi n\kappa t}$ and keeps slope exactly 1 in two dimensions. A crossing delay of 1 ns, from an assumed forward speed of 100 m/s, raises the slope in either measurement: taken alone, it gives $t/(t-1\ \text{ns})=1.16$ at 1 %. For constant-rate nucleation, where 1 % is reached only after 89 ns, the corresponding slopes are 1.97 and 2.02. An early-time fit for pre-existing nuclei is thus sensitive to details the model omits, and to how the switched fraction is defined.

**Q.** And a real film is not uniform.

**A.** That is the largest effect on the mid-range exponent among those I sized. The polarization, thickness and field are ordinary for such films as rough figures; $\kappa$, the nucleus density and the nucleation rate are model choices, and square-root growth is an assumption about the walls. Suppose large patches of film see different local fields, Gaussian-distributed with a standard deviation of 10 %, and $\kappa\propto\exp(-E_a/E)$ with a rough activation field $E_a=2$ MV/cm. Holding nucleus density and nucleation rate fixed, the slope between 10 and 90 % falls from 1 to 0.87, and from 2 to 1.74. Fast patches finish early and slow ones leave a tail. The size of the drop depends strongly on the distribution: fields spread uniformly over ±10 % give 0.95 and 1.90, and for narrower spreads non-uniformity no longer dominates the other effects. Phantom removal, by comparison, costs about 0.03. Grain boundaries that stop domains would break the free-growth assumption altogether, and I have not sized that.

**Q.** Self-heating, the circuit, the finite pad?

**A.** If all the switching work stays in the film, $\Delta P\,E=18$ J/cm³ divided by a rough heat capacity of 2.7 J/(cm³ K) gives 6.7 K. If the activation exponent varies as $1/T$, that would raise $\kappa$ by about 15 % from 300 K. This is an upper limit. With a rough thermal conductivity of 1.5 W/(m K), heat crosses the 100 nm film in about 20 ns, far less than the switching time. On a substrate that conducts heat well, such as silicon, most of the heat therefore leaves during switching, and the actual rise is much smaller.

The finite pad has a small effect. Points near its edge have fewer nuclei within reach, since none lie outside. Over 100 simulated pads, the mean fraction at $t_0$ was 0.624 for pre-existing nuclei and 0.626 for constant-rate nucleation with phantoms counted, against 0.632 for an infinite film. Individual pads scattered by about 0.016, so these means are uncertain by about 0.002 and their difference is not significant; integrating the coverage directly over the pad gives 0.624 in both cases.

A 50 Ω series resistance drops about 1 mV of the 3 V at the largest switching current, and the charging time constant is about 0.06 ns for a relative permittivity of 500. With an assumed leakage of $10^{-4}$ A/cm², the leaked charge by 892 ns is about $10^{-4}$ µC/cm², far below $\Delta P$. The field is a factor of 5 below an assumed breakdown field of 1.5 MV/cm. The remaining figures are in the numerical output.

## Table of computed values

```
Sampled Avrami exponents, slope from 10 to 90 % switched
d=1 pre-existing: sampled 0.498, derived 0.5
d=1 constant rate: with phantoms 1.499, without 1.475, derived 1.5
d=1 c_d = 0.02226; lost fraction D at Xe=1: 0.0081
d=2 pre-existing: sampled 0.998, derived 1.0
d=2 constant rate: with phantoms 2.007, without 1.978, derived 2.0
d=2 c_d = 0.02083; lost fraction D at Xe=1: 0.0071
d=3 pre-existing: sampled 1.506, derived 1.5
d=3 constant rate: with phantoms 2.488, without 2.461, derived 2.5
d=3 c_d = 0.01477; lost fraction D at Xe=1: 0.0057
d=1, Xe=0.05: D/(c_1 Xe^2) = 0.927
Constant speed, d=1: 14429 phantoms, |D| below 1e-9: True
Film example (rough PZT-like values)
kappa = 20 nm2/ns; nuclei = 25 per um2
Nucleation rate = 40 per um2 per us
Thickness 100 nm, pad side 5 um
Field 0.3 MV/cm, voltage 3.0 V
Reversed polarization 60 uC/cm2
Pre-existing: t0 = 636.6 ns, oldest radius at t0 = 112.8 nm
  times to 1, 50, 90 %: 6.4, 441.3, 1465.9 ns
  largest current 94.2 A/cm2 at 0.0 ns
Constant rate: t0 = 892.1 ns, oldest radius at t0 = 133.6 nm
  times to 1, 50, 90 %: 89.4, 742.7, 1353.6 ns
  largest current 57.7 A/cm2 at 630.8 ns
Neglected effects, sized with rough inputs
Activation field 2.0 MV/cm, patch spread 10 %
  Pre-existing: apparent exponent 0.87 instead of 1
  Constant rate: apparent exponent 1.74 instead of 2
Nucleus radius 5 nm, wall speed there 2.0 m/s
Forward speed 100 m/s, crossing delay 1.0 ns
  Pre-existing, exponent at 1 %: finite nucleus 0.80, delay 1.16
  Constant rate, exponent at 1 %: finite nucleus 1.97, delay 2.02
Mean number of pre-existing nuclei on pad: 625
Infinite film, fraction at t0: 0.6321
  Pre-existing, finite pad: mean 0.624, pad-to-pad scatter 0.016
  Constant rate, finite pad: mean 0.626, pad-to-pad scatter 0.015
Series 50 ohm: voltage drop 1.18 mV
Relative permittivity 500: charging time 0.055 ns
Heat capacity 2.7 J/(cm3 K): adiabatic warming 6.7 K
  resulting rise of kappa from 300 K: about 15 %
Leakage 1e-04 A/cm2: charge by t0 8.9e-05 uC/cm2
Breakdown field 1.5 MV/cm: margin factor 5.0
```
